# Berry-curvature splitting of the circular 2p excitons in one valley

**Q.** An electron and a hole attract through a central potential. The relative motion then has states $R(r)e^{im\varphi}$, and $m=+1$ and $m=-1$ have the same energy. What is left to split?

**A.** That degeneracy belongs to a particle with no internal structure. Here the electron and hole are built from Bloch states whose cell-periodic parts $u_{c\mathbf k}$ and $u_{v\mathbf k}$ change with $\mathbf k$, and the interaction feels this change.

Take one valley, momenta $\mathbf k$ measured from its bottom, isotropic bands, and zero centre-of-mass momentum. Write the exciton as $\sum_{\mathbf k}A(\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle$. In Hartree atomic units, with $E$ measured from the gap $E_g$, the Bethe-Salpeter equation is

$$T(k)A(\mathbf k)+\int\!\frac{d^2k'}{(2\pi)^2}\,V(\mathbf k-\mathbf k')\,F(\mathbf k,\mathbf k')\,A(\mathbf k')=E\,A(\mathbf k),$$

$$F(\mathbf k,\mathbf k')=\langle u_{c\mathbf k}|u_{c\mathbf k'}\rangle\langle u_{v\mathbf k'}|u_{v\mathbf k}\rangle .$$

Here $T=E_c-E_v-E_g$, and $V(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}V(r)$ is the attractive potential. The pair scatters from $\mathbf k'$ to $\mathbf k$. The conduction electron supplies the first overlap; the valence electron moves the opposite way and supplies the second. Electron-hole exchange, coupling between valleys and dynamical screening are left out.

With $F=1$ and a parabolic $T(k)$ this is the ordinary two-body problem. The question is what $F-1$ does to the 2p pair.

**Q.** The phases of the Bloch states are arbitrary, so $F$ is arbitrary too. You could even move angular momentum from the Bloch states into $A$. What does $m$ mean?

**A.** Under $u_n\to e^{i\chi_n}u_n$, with $\chi=\chi_c-\chi_v$, the definitions give

$$F\to e^{-i\chi(\mathbf k)+i\chi(\mathbf k')}F,\qquad A\to e^{-i\chi(\mathbf k)}A .$$

The energies do not change, but $\chi=\varphi$ would relabel $m$ as $m-1$. That choice is singular at $\mathbf k=0$, where $\varphi$ is undefined. I therefore require $u_n$ to be smooth there, and $m$ is the winding of $A$ in this gauge.

The remaining freedom can be fixed to first order in $\mathbf k$. Let $\mathbf A_n=i\langle u_n|\nabla_{\mathbf k}u_n\rangle$ and $\Omega_n=(\nabla_{\mathbf k}\times\mathbf A_n)_z$. A constant part of $\mathbf A_n$, and a part $S_{ij}k_j$ with symmetric $S$, are both gradients, so smooth phases remove them. The antisymmetric part is fixed by its curl:

$$\mathbf A_n=\tfrac12\Omega_n\,\hat{\mathbf z}\times\mathbf k+\dots$$

with $\Omega_n$ taken at $\mathbf k=0$.

**Q.** Now expand the overlap. I want to see where the curvature enters, not just a phase inserted by hand.

**A.** Write $u_i$ and $u_{ij}$ for the derivatives of one band's $u$ at $\mathbf k=0$, and $u_0$ for its value. Since $\mathbf A_n(0)=0$ and $u$ is normalized, $\langle u_0|u_i\rangle=0$. To second order,

$$\langle u_{\mathbf k}|u_{\mathbf k'}\rangle=1+\tfrac12k'_ik'_j\langle u_0|u_{ij}\rangle+\tfrac12k_ik_j\langle u_{ij}|u_0\rangle+k_ik'_j\langle u_i|u_j\rangle .$$

Three facts fix the coefficients.

- Split $\langle u_i|u_j\rangle=g_{ij}+ib_{ij}$. The real part $g$ is symmetric, and is the quantum metric; $b$ is antisymmetric.
- Setting $\mathbf k=\mathbf k'$ must give 1, so $\mathrm{Re}\langle u_0|u_{ij}\rangle=-g_{ij}$.
- To linear order $A_j=ik_i(\langle u_i|u_j\rangle+\langle u_0|u_{ij}\rangle)$, which is real: $A_j=-k_i(b_{ij}+\mathrm{Im}\langle u_0|u_{ij}\rangle)$. The last term is symmetric in $i,j$, and our gauge sets it to zero. The curl is then $\Omega_n=-b_{xy}+b_{yx}=-2b_{xy}$.

Isotropy gives $g_{ij}=g_n\delta_{ij}$. Hence

$$\langle u_{n\mathbf k}|u_{n\mathbf k'}\rangle=1-\tfrac12g_n|\mathbf k-\mathbf k'|^2-\tfrac i2\Omega_n(\mathbf k\times\mathbf k')_z .$$

In the valence factor $\mathbf k$ and $\mathbf k'$ are exchanged, which reverses the cross product. Multiplying the factors,

$$F=1-\tfrac12G|\mathbf k-\mathbf k'|^2-\tfrac i2\Omega(\mathbf k\times\mathbf k')_z,$$

$$\Omega=\Omega_c-\Omega_v,\qquad G=g_c+g_v .$$

**Q.** So there are two corrections of the same order. Find the energy from the imaginary one first.

**A.** Let $\psi(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\mathbf r}A(\mathbf k)$ be the uncorrected, normalized 2p state. Insert the definition of $V(\mathbf q)$ into the expectation value. The factor $k_x$ multiplying $A^*(\mathbf k)e^{-i\mathbf k\cdot\mathbf r}$ produces $i\partial_x\psi^*$, and $k'_y$ multiplying $A(\mathbf k')e^{i\mathbf k'\cdot\mathbf r}$ produces $-i\partial_y\psi$. Their product is $\partial_x\psi^*\partial_y\psi$, and likewise with $x$ and $y$ exchanged. Thus

$$\delta E_m=-\frac{i\Omega}{2}\int d^2r\,V(r)\,(\nabla\psi^*\times\nabla\psi)_z .$$

For $\psi=R(r)e^{im\varphi}/\sqrt{2\pi}$, with $\int_0^\infty R^2r\,dr=1$, polar components give

$$(\nabla\psi^*\times\nabla\psi)_z=\frac1{2\pi r}\left[R'(imR)-(-imR)R'\right]=\frac{im}{2\pi r}\frac{d(R^2)}{dr}.$$

The angular integral cancels $2\pi$, the area element cancels $1/r$, and $-i\cdot i=1$. An integration by parts then yields

$$\delta E_m=\frac{m\Omega}{2}\int_0^\infty V\frac{d(R^2)}{dr}dr=-\frac{m\Omega}{2}\int_0^\infty V'R^2dr=-\frac{m\Omega}{2}\left\langle\frac{V'}{r}\right\rangle .$$

The boundary terms vanish: at the origin $R^2\propto r^2$ suppresses both a logarithmic and a $1/r$ potential, and at infinity the bound state decays. Therefore

$$\boxed{E_{+1}-E_{-1}=-\Omega\left\langle\frac{V'}{r}\right\rangle_{2p}}$$

to first order.

**Q.** You used nondegenerate perturbation theory on a degenerate pair. And what became of the metric term?

**A.** The model is rotationally symmetric, so the perturbation cannot connect $m=+1$ to $m=-1$. The $2\times2$ matrix in the pair is already diagonal, and its diagonal elements are the first-order energies.

For the metric, $-q^2V(\mathbf q)$ is the transform of $\nabla^2V$. The term $-\frac12Gq^2V(\mathbf q)$ therefore contributes $\frac12G\langle\nabla^2V\rangle$, which depends on $|\psi|^2$ and is equal for both signs of $m$. A correction to the isotropic kinetic energy $T(k)$ is also equal for both. These terms move the pair together.

**Q.** Is there a physical picture for the term that does split it?

**A.** The relative position acts on $A$ as $i\nabla_{\mathbf k}$ plus the difference of Berry connections. To this order, and apart from the metric term, the potential is thus evaluated at $\mathbf r+\frac12\Omega\,\hat{\mathbf z}\times\mathbf k$. Expanding it,

$$\delta H=\frac{\Omega}{2}\frac{V'}{r}\,\mathbf r\cdot(\hat{\mathbf z}\times\mathbf k)=-\frac{\Omega}{2}\frac{V'}{r}L_z,\qquad L_z=xk_y-yk_x .$$

The sign follows from $\mathbf r\cdot(\hat{\mathbf z}\times\mathbf k)=yk_x-xk_y$. There is no ordering ambiguity, because $L_z$ commutes with any function of $r$. This reproduces $\delta E_m$. The displacement is perpendicular to $\mathbf k$: for one sense of circulation it points outward, for the other inward, so the two states sample different parts of the attraction. The form resembles spin-orbit coupling, with the curvature setting its strength.

**Q.** "First order in $\Omega$" is not yet a small parameter. Give me a band model in which I can see one.

**A.** Use the massive Dirac valley

$$H=v(\tau k_x\sigma_x+k_y\sigma_y)+M\sigma_z,\qquad E_g=2M,\qquad \tau=\pm1 .$$

With $a=v/M$, its spinors near $\mathbf k=0$ are

$$u_c\simeq\begin{pmatrix}1-a^2k^2/8\\ \frac a2(\tau k_x+ik_y)\end{pmatrix},\qquad u_v\simeq\begin{pmatrix}-\frac a2(\tau k_x-ik_y)\\ 1-a^2k^2/8\end{pmatrix}.$$

For the conduction band $\langle u_x|u_y\rangle=i\tau a^2/4$; for the valence band it is $-i\tau a^2/4$. Since $\Omega_n=-2\,\mathrm{Im}\langle u_x|u_y\rangle$,

$$\Omega_c=-\frac{\tau a^2}{2},\qquad \Omega_v=+\frac{\tau a^2}{2},\qquad \Omega=-\tau a^2 .$$

Each metric is $g_n=a^2/4$. The kinetic energy is

$$T=2\sqrt{M^2+v^2k^2}-2M=\frac{v^2k^2}{M}-\frac{v^4k^4}{4M^3}+\dots$$

Equating the first term to $k^2/2\mu$ gives $\mu=M/(2v^2)$, so $a^2=1/(2\mu M)=1/(\mu E_g)$. The second term becomes $-k^4/(8\mu^2E_g)$. At fixed $\mu$ and fixed $V(r)$, the curvature, metric and non-parabolic corrections all begin at order $1/E_g$. That is the expansion parameter once the state supplies the other scales, and

$$E_{+1}-E_{-1}=\frac{\tau}{\mu E_g}\left\langle\frac{V'}{r}\right\rangle .$$

For a potential that rises with distance, $m=-\tau$ is lower. The spinors agree with this sign: their small components multiply $A$ by $e^{i\tau\varphi}$, which turns part of the $m=-\tau$ state into an s-like amplitude that reaches $r=0$. Reversing the valley reverses the order.

**Q.** Does a screened potential in a thin sheet rise at every distance?

**A.** Take $V(\mathbf q)=-2\pi/[q(\kappa+r_0q)]$, where $\kappa$ describes the surroundings and $r_0$ is the screening length of the sheet. The angular integral of the inverse transform gives

$$V(r)=-\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq .$$

Write $1/(q+\kappa/r_0)=\int_0^\infty e^{-(q+\kappa/r_0)t}dt$ and use $\int_0^\infty J_0(qr)e^{-qt}dq=(r^2+t^2)^{-1/2}$. Then

$$V(r)=-\frac1{r_0}\int_0^\infty\frac{e^{-\kappa t/r_0}}{\sqrt{r^2+t^2}}\,dt,\qquad
V'(r)=\frac r{r_0}\int_0^\infty\frac{e^{-\kappa t/r_0}}{(r^2+t^2)^{3/2}}\,dt>0 .$$

So it does. Near the origin, $t=rs$ gives $V'\to1/(r_0r)$. For $r\gg r_0/\kappa$ the exponential confines $t$ to values well below $r$, and $V\to-1/(\kappa r)$.

**Q.** Put numbers in, and do not check the formula only against itself.

**A.** The model valley has $E_g=0.08$ hartree, $\mu=0.2$ electron masses, $\kappa=2$, $r_0=80$ bohr and $\tau=+1$. Then $a^2=1/(0.2\times0.08)=62.5$ bohr², so $\Omega=-62.5$ bohr², or $-17.5$ Å². The uncorrected 2p state has energy $-0.00540$ hartree, mean radius 55 bohr, and $\langle V'/r\rangle=5.856\times10^{-6}$ hartree/bohr². Hence

$$E_{+1}-E_{-1}=62.5\times5.856\times10^{-6}=3.66\times10^{-4}\ \text{hartree}=9.96\ \text{meV}.$$

For comparison, the Bethe-Salpeter equation was solved with the complete Dirac overlaps and dispersion, without expanding $F$. It gives 9.755 meV; the first-order value is about 2% larger. When the gap is raised at fixed $\mu$ and $V$, the ratio of full to first-order splitting goes from 0.9795 at 0.08 hartree to 0.9921, 0.9975 and 0.9992 at 0.32, 1.28 and 5.12 hartree. The tests require agreement within 1% at the largest gap, and a power of the gap within 0.03 of $-1$ between the last two; the power found is $-0.999$. The numerical output lists the values.

**Q.** Then the upper state should sit $1.83\times10^{-4}$ hartree above the uncorrected level. Does it?

**A.** No. The full $m=+1$ energy is $-0.005381$ hartree, only $0.20\times10^{-4}$ above the uncorrected level. The $m=-1$ energy is $-0.005739$ hartree, lower by $3.39\times10^{-4}$. The average of the pair has moved down by $1.59\times10^{-4}$ hartree, a common shift that contains the metric and non-parabolic terms as well as higher orders. The curvature formula predicts the difference between the levels, not their separate positions.

**Q.** In the Dirac model curvature, metric and mass all come from $v$ and $M$. How do you know that curvature causes the splitting?

**A.** Give the conduction and valence bands separate Dirac spinors with $a_c^2=0.4$ and $a_v^2=0.2$ bohr², and keep a common parabolic $T(k)$. Reversing the winding of the valence spinor changes the sign of $\Omega_v$ but leaves both metrics alone. From $\Omega_c=-0.2$ and $\Omega_v=\pm0.1$ bohr², the difference $\Omega$ is $-0.3$ or $-0.1$ bohr².

With the full overlaps, the splittings are $1.755\times10^{-6}$ and $0.585\times10^{-6}$ hartree, in the ratio 3.00 expected from $\Omega$. The common shift stays at $-1.45\times10^{-7}$ hartree in both cases, in agreement with $\frac12G\langle\nabla^2V\rangle$. These values of $a^2$ are far below the 62.5 bohr² of the example, so higher orders are negligible; at values of that size the ratio departs from 3 and the two common shifts are no longer equal. Thus at first order the difference of the curvatures controls the splitting; equal curvatures in the two bands would cancel at this order.

**Q.** Let the sheet screening vanish. Does the result survive for a pure Coulomb attraction?

**A.** The matrix element stays finite, but the condition for using it becomes much stricter. Put $V=-1/(\kappa r)$ and $R\propto re^{-\beta r}$ into

$$R''+\frac{R'}r-\frac R{r^2}+2\mu\left(E+\frac1{\kappa r}\right)R=0 .$$

After division by $e^{-\beta r}$, the $1/r$ terms cancel. The constant terms give $-3\beta+2\mu/\kappa=0$, and the terms linear in $r$ give $\beta^2+2\mu E=0$. So $\beta=2\mu/(3\kappa)$ and $|E_{2p}|=2\mu/(9\kappa^2)$. Since $V'/r=1/(\kappa r^3)$,

$$\left\langle\frac{V'}r\right\rangle=\frac1\kappa\frac{\int_0^\infty e^{-2\beta r}dr}{\int_0^\infty r^3e^{-2\beta r}dr}=\frac{(2\beta)^3}{6\kappa}=\frac{32}{81}\frac{\mu^3}{\kappa^4}.$$

Dividing the Dirac splitting by the binding energy gives

$$\frac{|E_{+1}-E_{-1}|}{|E_{2p}|}=\frac{32\mu^2}{81\kappa^4E_g}\,\frac{9\kappa^2}{2\mu}=\frac{16\mu}{9\kappa^2E_g}=8\,\frac{|E_{2p}|}{E_g}.$$

The factor of eight matters. With the same $\mu$, $\kappa$ and $E_g$, this ratio is $16\times0.2/(9\times4\times0.08)=1.1$: the predicted splitting exceeds the binding energy, and first order is unusable. The failure starts well before the ratio reaches 1. At large $k$ the Dirac kinetic energy is $2vk$, the Coulomb attraction also scales as $k$, and half the weight of the $m=-\tau$ state lies in the s-like component. Once $1/(\kappa v)$ exceeds about 0.76, which corresponds to a ratio $4/(9\kappa^2v^2)$ of about 0.25, the full two-band equation has no lowest $m=-\tau$ level: its energy falls without limit as larger momenta are admitted. Here $1/(\kappa v)=1.58$, so there is no full splitting to approximate. With $r_0=80$ bohr the corresponding ratio is $3.66\times10^{-4}/5.40\times10^{-3}=0.068$. Sheet screening has reduced $\langle V'/r\rangle$ from $1.975\times10^{-4}$ to $5.856\times10^{-6}$ hartree/bohr², a factor of 34.

The short-distance integrand shows how each matrix element depends on the region where the expansion is doubtful. The expansion of $F$ needs $ak\ll1$, so it is doubtful at separations below about $a=7.9$ bohr. In the Coulomb case $V'R^2$ tends to a constant at the origin, and that region contributes the share $1-e^{-2\beta a}$, which is proportional to $a$ only for $\beta a\ll1$; here $2\beta a=1.05$ and the share is 65%. In the screened case $V'R^2\propto r$, and it contributes in proportion to $a^2$. These are shares of the first-order matrix element, not estimates of its error.

**Q.** What would make you distrust the 10 meV in a real sheet?

**A.** The comparison tests the expansion within a two-band model; it does not test the model. Exchange, further bands, trigonal warping and frequency-dependent screening are absent from both sides of it. Other bands can also change $\Omega_c$ and $\Omega_v$ separately, so that $\Omega$ is no longer tied to $\mu$ and $E_g$. The boxed formula can then still be used with the actual curvature difference, provided that the bands remain nearly isotropic, the state is compact in momentum, and the omitted couplings are small compared with the splitting.

## Numbers as computed

```
gap E_g = 0.080 hartree; M = 0.040 hartree
reduced mass mu = 0.20 electron masses
kappa = 2.0; r0 = 80.0 bohr; tau = +1
velocity v = 0.31623 atomic units; v/M = 7.9057 bohr
Omega_c = -31.250 bohr^2; Omega_v = 31.250 bohr^2
Omega = -62.499 bohr^2 = -17.502 angstrom^2
uncorrected 2p energy from gap = -0.0054007 hartree
2p binding / gap = 0.06751
mean 2p radius = 55.117 bohr
<V'/r> = 5.85606e-06 hartree/bohr^2
first-order curvature shift m=+1: 1.82999e-04 hartree
first-order curvature shift m=-1: -1.82999e-04 hartree
first-order splitting = 3.65998e-04 hartree
first-order splitting = 9.959 meV
full model E(m=+1) from gap = -0.0053809 hartree
full model E(m=-1) from gap = -0.0057394 hartree
full model splitting = 9.755 meV
gap (hartree), full and first-order splitting (hartree), ratio:
  0.08  3.58488e-04  3.66003e-04  0.9795
  0.32  9.07782e-05  9.15009e-05  0.9921
  1.28  2.28177e-05  2.28752e-05  0.9975
  5.12  5.71451e-06  5.71880e-06  0.9992
power of gap between last two rows = -0.9987
independent bands: a_c^2 = 0.4 bohr^2, a_v^2 = 0.2 bohr^2
  Omega = -0.30 bohr^2
    splitting full, first order: 1.7548e-06, 1.7568e-06 hartree
    common shift full, first order: -1.4533e-07, -1.4496e-07 hartree
  Omega = -0.10 bohr^2
    splitting full, first order: 5.8461e-07, 5.8561e-07 hartree
    common shift full, first order: -1.4512e-07, -1.4496e-07 hartree
Coulomb limit <V'/r>, grid: 1.97537e-04 hartree/bohr^2
Coulomb limit <V'/r>, formula: 1.97531e-04 hartree/bohr^2
```
